How thiourea lets tin(II) displace copper in immersion tin

**Problem**

A copper sheet is dipped into an acid tin(II) solution at 25 °C. The wanted reaction is

Sn²⁺ + 2 Cu → Sn + 2 Cu⁺

The standard potentials, rounded to 0.01 V and referred to the standard hydrogen electrode, are

Cu⁺ + e⁻ → Cu,  E₁ = +0.52 V
Sn²⁺ + 2 e⁻ → Sn,  E₂ = −0.14 V
Cu²⁺ + 2 e⁻ → Cu,  E₃ = +0.34 V

(a) The tin(II) activity is one. Below what activity of free copper(I) can tin(II) displace copper?

(b) An immersion tin bath contains 1 mol/L of thiourea (tu) in all and 0.01 mol/L of dissolved copper. Thiourea binds copper(I) as Cu(tu)₄⁺, with a rough overall formation constant β = 10¹⁵ (L/mol)⁴. What does the thiourea do?

(c) How little thiourea would suffice for this copper content, and how much copper can the bath take up before displacement stops?

"Free" copper(I) means Cu⁺ not bound to thiourea. Activities are relative to 1 mol/L, and in the bath they are replaced by concentrations. The metals are pure, so their activities are one.

**A tempting solution, which is wrong**

Tin has the lower standard potential, so the standard cell voltage is negative:

E₂ − E₁ = −0.14 V − 0.52 V = −0.66 V

Two electrons pass, so the Nernst equation is used with n = 2. The product is copper(I) and the reactant is tin(II), which gives

E = −0.66 V − (RT/2F) ln(a_Cu/a_Sn)

With a_Sn = 1 and RT/F = 0.025693 V, the voltage vanishes when

ln a_Cu = −2 × 0.66/0.025693 = −51.4,  a_Cu = 4.9 × 10⁻²³

Now the bath. Nearly all the copper is bound, and each copper ion holds four thiourea molecules, so the free thiourea is 1 − 4 × 0.01 = 0.96 mol/L. The free copper(I) is then

a_Cu = 0.01/(10¹⁵ × 0.96⁴) = 1.2 × 10⁻¹⁷

This is some 240,000 times greater than the supposed threshold. Binding copper therefore seems not to be enough, and since tin does plate, the thiourea must be supplying electrons as a reducing agent.

**Where it fails**

The free copper(I) in the bath has been found correctly. The fault is in the Nernst equation. The number n and the activity quotient must belong to the same written reaction. With two electrons, the reaction makes two copper ions, and the quotient must contain the square of their activity:

Q = a_Cu²/a_Sn

The tempting solution took n = 2 but left out the square. Its quotient a_Cu/a_Sn belongs to no balanced reaction, because one Cu⁺ does not carry the charge of one Sn²⁺.

The supposed threshold can also be tested directly. At the true threshold neither metal has a tendency to displace the other, so the two electrode potentials must be equal. At a_Cu = 4.9 × 10⁻²³ the copper potential would be

0.52 V + 0.025693 V × (−51.4) = −0.80 V

while the tin potential is −0.14 V. They are far from equal. The conclusion about thiourea falls with the number on which it rested.

**Part (a): the right threshold**

The Gibbs energy change of a reaction as written is

ΔG = ΔG° + RT ln Q

and the cell voltage E is related to it by ΔG = −nFE, where n is the number of electrons passed in that reaction. The reaction can go forward if ΔG < 0, that is, if E > 0.

Here n = 2 and the standard voltage is E₂ − E₁, because tin is reduced and copper is oxidized. Therefore

ΔG° = −2F(E₂ − E₁) = 2F(E₁ − E₂)

The potential E₁ is not doubled when two copper atoms react. A potential is an energy per unit charge; the doubling is already in the factor 2F. The condition ΔG < 0 becomes

2F(E₁ − E₂) + RT ln(a_Cu²/a_Sn) < 0

Move the first term to the right and divide by RT:

ln(a_Cu²/a_Sn) < −2F(E₁ − E₂)/RT

Take the exponential of both sides, multiply by a_Sn, and take the positive square root:

a_Cu < a* = a_Sn^(1/2) exp[−F(E₁ − E₂)/RT]

The square root halves the exponent, so the factor 2 disappears from it. For a_Sn = 1,

a* = exp(−0.66/0.025693) = exp(−25.69) = 7.0 × 10⁻¹²

The electrode potentials now agree. At this activity copper stands at 0.52 V − 0.66 V = −0.14 V, the potential of tin. A numerical minimization of the Gibbs energy of the solution, which uses no Nernst equation, gives the same 6.977 × 10⁻¹².

The given potentials do not justify four digits. Rounding can put each of them off by 5 mV, which changes a* by a factor of 1.2. If the two errors add, the factor is about 1.5, so the answer is "about 7 × 10⁻¹²".

**Does copper(II) change the answer?**

Copper can also dissolve as Cu²⁺. In contact with the metal, the two ions are linked by

Cu²⁺ + Cu ⇌ 2 Cu⁺

This is the reduction of one Cu²⁺ to metal, with ΔG° = −2FE₃, added to the oxidation of two copper atoms to Cu⁺, with ΔG° = +2FE₁. The sum is 2F(E₁ − E₃), and since ΔG° = −RT ln K,

K = exp[2F(E₃ − E₁)/RT] = exp(−0.36/0.025693) = 8.2 × 10⁻⁷

At the threshold the copper(II) activity is

a(Cu²⁺) = a*²/K = (6.98 × 10⁻¹²)²/(8.2 × 10⁻⁷) = 5.9 × 10⁻¹⁷

This is about one part in 10⁵ of the copper(I), so copper(II) can be left out of the threshold.

It cannot be left out at high copper content without a ligand. Suppose 0.01 mol/L of dissolved copper is in equilibrium with the metal and no thiourea is present. Then, with a the free copper(I),

a + a²/K = 0.01

Multiplying by K gives a² + Ka − 0.01K = 0, whose positive root is

a = [−K + (K² + 0.04K)^(1/2)]/2 = 9.0 × 10⁻⁵

Nearly all the copper is now copper(II). The copper potential is

0.52 V + 0.025693 V × ln(9.0 × 10⁻⁵) = 0.28 V

and the voltage for depositing tin is −0.14 − 0.28 = −0.42 V. The reverse reaction is favoured: copper ions would plate on tin metal. This potential also lies above that of the Sn⁴⁺/Sn²⁺ couple, about +0.15 V, so dissolved tin(II) could itself reduce nearly all of this copper. The state serves for comparison and would not persist in a tin(II) solution.

**How much tin forms without thiourea?**

A negative standard voltage does not forbid the first trace of reaction. In a solution with no dissolved copper, a_Cu starts at zero, below any threshold. The reaction may begin, but it must stop when the free copper(I) reaches a*.

Take 1 dm² (100 cm²) of copper per litre. The released copper is 7.0 × 10⁻¹² mol, and half as much tin is deposited. With a molar mass of 118.7 g/mol and a density of 7.3 g/cm³, the mean thickness is

3.5 × 10⁻¹² × 118.7/(7.3 × 100) cm = 5.7 × 10⁻¹³ cm = 5.7 × 10⁻⁶ nm

An atomic layer is roughly 0.3 nm thick. The calculated amount is a minute fraction of one layer, so displacement of copper cannot give a coating of bulk tin without a ligand. Only electrons from copper are counted here. Tin(II) can also disproportionate. To Sn and Sn⁴⁺ (standard potential of Sn⁴⁺/Sn²⁺ about +0.15 V) this allows some fifty times more tin, still only about 3 × 10⁻⁴ nm. To Sn and solid SnO₂ it is allowed by equilibrium at pH 1 and unit tin(II) activity, and whether it happens is then a question of rate. The calculation does not describe single tin atoms bound to the copper surface, whose activity can differ from that of bulk tin.

**Part (b): what thiourea does**

Let L be the free thiourea concentration, c the total dissolved copper and T the total thiourea. The formation constant says that the complex has concentration βa_CuL⁴. Counting copper, and then thiourea, gives

c = a_Cu + βa_CuL⁴ = a_Cu(1 + βL⁴)
T = L + 4βa_CuL⁴ = L + 4(c − a_Cu)

For the bath these give L = 0.96 mol/L and a_Cu = 1.2 × 10⁻¹⁷, as before. Set against the right threshold, the free copper(I) lies below it by a factor of 5.9 × 10⁵, not above it, so displacement is allowed. The copper potential is

E_Cu = 0.52 V + 0.025693 V × ln(1.18 × 10⁻¹⁷) = −0.48 V

and the cell voltage is

−0.14 V − (−0.48 V) = +0.34 V

Thiourea has moved copper from above tin to below it. In this model the tin potential has not moved.

The same result can be read as a new electrode couple. Since βL⁴ is very much greater than one, a_Cu = c/(βL⁴), and

E_Cu = E₁ − (RT/F) ln β + (RT/F) ln(c/L⁴)

The first two terms are the standard potential of the couple Cu(tu)₄⁺/Cu. They give 0.52 − 0.887 = −0.367 V, already below −0.14 V. The last term, −0.114 V for this bath, brings the potential to −0.48 V. The whole reaction is

Sn²⁺ + 2 Cu + 8 tu → Sn + 2 Cu(tu)₄⁺

Each copper atom gives one electron, and the two electrons reduce one tin ion. Thiourea enters and leaves with its oxidation state unchanged. It is a ligand, not the reducing agent, and no electrons from it are needed to account for the positive voltage.

**Part (c): the two limits of the bath**

The least thiourea is found by setting a_Cu = a* in the copper balance and solving for L:

c = a*(1 + βL⁴)
L⁴ = (c/a* − 1)/β = (1.43 × 10⁹)/10¹⁵ = 1.43 × 10⁻⁶
L = 0.035 mol/L

The bound thiourea must be added:

T = 0.035 + 4 × 0.01 = 0.075 mol/L

With β = 10¹⁵, a little more than half of this is tied up in the complex. The figure is only as good as its inputs. The factor of 1.5 in a* moves it between 0.071 and 0.078 mol/L, and β ten times smaller or larger gives 0.10 or 0.06 mol/L. The balance point is real but shallow. With 1% less total thiourea the calculated voltage is −2.2 mV, and with 1% more it is +2.2 mV. The size follows from the fourth power. A change of 1% in T, with c fixed, is 0.00075 mol/L, which is 2.2% of the small free amount L. The voltage changes by 4(RT/F) × 0.022, or about 2.2 mV.

For the second limit, T is held at 1 mol/L and copper is allowed to build up, with tin(II) kept at unit activity. Displacement stops when a_Cu = a*. Putting this into the thiourea balance gives

L + 4a*βL⁴ = 1

with 4a*β = 2.79 × 10⁴. The root is L = 0.076 mol/L, and so

c = (T − L)/4 + a* = (1 − 0.076)/4 = 0.23 mol/L

The a* has been dropped as negligible. The copper capacity has risen from 7 × 10⁻¹² to 0.23 mol/L. In this model it cannot go much further at this T: with four thiourea molecules per copper ion, even perfect binding would hold only 0.25 mol/L.

On 1 dm² per litre this capacity corresponds to about 190 µm of tin. That is the equilibrium limit for pure tin and the 1:4 complex alone, not a predicted thickness. Complexes with fewer thiourea molecules per copper ion, or alloying of the tin with copper, would raise the limit: with the rough values used below, to 0.24 mol/L for an added 1:3 complex, 0.25 mol/L for alloying, and 0.27 mol/L for both together. The solubility of copper–thiourea salts is not considered. Displacement needs copper that can still dissolve, and the growing tin covers it.

**Beside a real bath**

Immersion tin on circuit boards is roughly 1 µm thick and is usually plated hot, near 70 °C. About 1 mol/L of thiourea is a reasonable rough value. The 0.01 mol/L of copper corresponds to plating 1 µm of tin on 8.1 dm² per litre. Unit tin(II) activity is high for such a bath. At an activity of 0.1 the square-root law lowers a* to 2.2 × 10⁻¹², and the cell voltage falls by 0.03 V, a small part of 0.34 V. Binding of tin(II) by thiourea would lower the tin activity in the same way. It would also use up thiourea, and since the free copper(I) varies as 1/L⁴, that loss can cost as much voltage or more.

Heating changes a* more. With a rough reaction entropy of 80 J/(mol K), taken as constant, a* rises to 3.8 × 10⁻¹⁰ at 70 °C. For the same copper and free thiourea, the bath then needs log₁₀ β above 7.5, compared with 9.2 at 25 °C. The assumed value at 25 °C is 15. Since β also changes with temperature, these figures give a margin, not the voltage of the hot bath.

Two further simplifications concern the products. Adding a 1:3 complex with a rough constant of 10¹³ (L/mol)³ lowers the least total thiourea from 0.075 to 0.070 mol/L. Tin can also form intermetallic compounds with copper. If this lowers the Gibbs energy by roughly 30 kJ per mole of tin, the tin potential rises by 30,000/(2F), about 0.16 V, and the threshold becomes about 3 × 10⁻⁹. Without thiourea, that still allows tin equivalent to only about 0.002 nm on 1 dm² per litre, of the order of a hundredth of an atomic layer (34 kJ in place of 30 kJ would give 0.0055 nm, about two hundredths).

The voltage gives the permitted direction, not the rate. At pH 1 and 1 bar of hydrogen, the hydrogen potential is −0.06 V, above both the tin potential and that of copper in the thiourea bath. Acid could therefore oxidize either metal as far as equilibrium is concerned. How much hydrogen forms beside the tin is a question of kinetics, which these potentials cannot answer. The calculated values are collected in the numerical output.

Calculated quantities

```
Temperature: 298.15 K
RT/F: 0.025693 V
Nernst slope per decade, one electron: 0.05916 V
Standard potential Cu+/Cu: 0.52 V
Standard potential Sn2+/Sn: -0.14 V
Standard potential Cu2+/Cu: 0.34 V
Standard cell voltage: -0.66 V
Threshold free Cu+ activity a*: 6.977e-12
log10 of a*: -11.156
a* from Gibbs minimum: 6.977e-12
K for Cu + Cu2+ = 2 Cu+: 8.218e-07
Cu2+ activity at threshold: 5.924e-17
Tin thickness without thiourea: 5.67e-06 nm
Total dissolved copper in bath: 0.01 mol/L
Tinned area giving it at 1 um tin: 8.13 dm2/L
No thiourea: free Cu+: 9.024e-05 mol/L
No thiourea: copper potential: 0.281 V
No thiourea: cell voltage: -0.421 V
Total thiourea: 1.00 mol/L
Rough beta4 of Cu(tu)4+: 1.0e+15 (L/mol)^4
Standard potential of complexed couple: -0.367 V
With thiourea: free thiourea: 0.960 mol/L
With thiourea: free Cu+: 1.177e-17 mol/L
With thiourea: copper potential: -0.482 V
With thiourea: cell voltage: 0.342 V
Ratio a* / free Cu+ in bath: 5.93e+05
Least free thiourea: 0.0346 mol/L
Least total thiourea: 0.0746 mol/L
Cell voltage at 0.99 of least total: -2.24 mV
Cell voltage at 1.01 of least total: 2.19 mV
Free thiourea when displacement stops: 0.0759 mol/L
Copper load when displacement stops: 0.2310 mol/L
Equilibrium bound on tin thickness: 188 um
Factor in a* for 5 mV error: 1.215
a* at tin activity 0.1: 2.206e-12
Rough beta3 of 1:3 complex: 1.0e+13 (L/mol)^3
Free Cu+ with 1:3 complex added: 1.165e-17 mol/L
Least total thiourea with 1:3 added: 0.0700 mol/L
Hot bath temperature: 343.15 K
Rough reaction entropy: 80 J/(mol K)
a* in hot bath: 3.81e-10
log10 beta4 needed at 298.15 K: 9.23
log10 beta4 needed in hot bath: 7.49
Rough alloying energy: 30 kJ/mol Sn
Alloying shift of tin potential: 0.155 V
a* for tin entering the alloy: 2.96e-09
Alloyed tin without thiourea, as tin thickness: 2.41e-03 nm
Hydrogen potential at pH 1: -0.059 V
```
